# Diffusion on a chain with alternating hop rates

## Problem

A particle moves by hops along a periodic chain. All sites have the same energy, and there are two sites per repeat length $L$. The bonds alternate: one has length $a$ and hop rate $p$, the next has length $b=L-a$ and hop rate $q$. Each rate is the probability per unit time of crossing that bond, and it is the same from either end. Successive hops have no memory beyond the present position of the particle, both rates are positive, and no force acts.

Let $x$ be the displacement from the starting site. The long-time diffusivity is

$$D=\lim_{t\to\infty}\frac{\langle x^2\rangle}{2t}.$$

1. Estimate $D$ by scaling.
2. Find it exactly, together with the approach to the limit.
3. Evaluate it for a doubly positive vacancy in heavily doped p-type silicon at 300 K, strained along [111], and compare it with the estimate.

For part 3 take an attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ and a lattice constant of 0.543 nm. The barrier is 0.30 eV for the three bonds inclined to [111] and 0.35 eV for the bond along it. These are rough model values.

## First estimate by scaling

To advance by one repeat length the particle must cross one bond of each kind. The typical waits are $1/p$ and $1/q$, so the time per repeat length is of order $1/p+1/q$. A random walk with step $L$ and this step time has

$$D_{\rm est}\sim\frac{L^2}{1/p+1/q}=\frac{L^2pq}{p+q}.$$

The waits add, so the slower bond controls the motion. The argument does not fix the numerical factor, because the waits are only typical times and factors of order one in the random-walk relation are dropped. Nor does it show whether the division of $L$ into $a$ and $b$ matters.

## Exact solution

### Equations for the moments

Let $s=+1$ on sites whose $p$ bond lies to the right, and $s=-1$ on the others. From a site of type $s$ there are two possible hops:

- across the $p$ bond, with displacement $+sa$ and rate $p$;
- across the $q$ bond, with displacement $-sb$ and rate $q$.

Each hop reverses $s$. The total escape rate is $\Gamma=p+q$ on every site, and the mean velocity on a site is $su$, with

$$u=pa-qb.$$

A hop by $\delta$ changes $x^2$ by $2x\delta+\delta^2$. Multiplying by the rates, adding the two hops and averaging gives

$$\frac{d\langle x^2\rangle}{dt}=pa^2+qb^2+2u\langle xs\rangle. \tag{1}$$

The product $xs$ is also needed. After a hop it becomes $-s(x+\delta)$, so its change is $-2xs-s\delta$. For the $p$ bond $s\delta=a$, and for the $q$ bond $s\delta=-b$, because $s^2=1$. Therefore

$$\frac{d\langle xs\rangle}{dt}=p(-2\langle xs\rangle-a)+q(-2\langle xs\rangle+b)
=-2\Gamma\langle xs\rangle-u. \tag{2}$$

At $t=0$ the displacement is zero, hence $\langle xs\rangle=0$, and the solution is

$$\langle xs\rangle=-\frac{u}{2\Gamma}\left(1-e^{-2\Gamma t}\right).$$

Its sign is opposite to that of $u$. The mean velocity on a site is $su$, so the average product of displacement and mean velocity is $u\langle xs\rangle$. For $t>0$ this is negative unless $u=0$. In this weighted average, the motion is directed back towards the start. This is the backward correlation missing from a sum over independent hops.

### The diffusivity

Inserting this in equation (1) gives

$$\frac{d\langle x^2\rangle}{dt}=pa^2+qb^2-\frac{u^2}{\Gamma}+\frac{u^2}{\Gamma}e^{-2\Gamma t}. \tag{3}$$

The constant part is $2D$. Over the common denominator $\Gamma=p+q$, its numerator is

$$\begin{aligned}
&(pa^2+qb^2)(p+q)-(pa-qb)^2\\
&=p^2a^2+pqa^2+pqb^2+q^2b^2-p^2a^2+2pqab-q^2b^2\\
&=pq(a+b)^2=pqL^2 .
\end{aligned}$$

The result is

$$\boxed{D=\frac{L^2pq}{2(p+q)}} \tag{4}$$

and integrating equation (3) from zero gives

$$\langle x^2\rangle=2Dt+\frac{u^2}{2\Gamma^2}\left(1-e^{-2\Gamma t}\right). \tag{5}$$

The separate lengths $a$ and $b$ affect the transient term but not $D$.

The particle starts on a definite site, so its mean displacement need not vanish. Since $d\langle s\rangle/dt=-2\Gamma\langle s\rangle$ and $d\langle x\rangle/dt=u\langle s\rangle$, the mean tends to the constant $s_0u/(2\Gamma)$, where $s_0$ is the initial value of $s$. Subtracting its square from $\langle x^2\rangle$ therefore leaves $D$ unchanged.

### Two other derivations

**Steady flow.** Send a steady current $J$ through $M$ repeat lengths. Across a bond of rate $r$, the net current is $r$ times the difference in site occupation $P$. The successive drops are therefore $J/p$ and $J/q$, and their sum is

$$\Delta P=JM\left(\frac1p+\frac1q\right).$$

The bonds act as resistances in series. Two sites in each length $L$ give a line density $2P/L$, so the density gradient has magnitude $2\Delta P/(ML^2)$. Fick's law then yields

$$D=\frac{J}{2\Delta P/(ML^2)}=\frac{L^2}{2(1/p+1/q)},$$

which is equation (4). The factor 2 in the denominator counts the sites per repeat length.

**Decay of a long wave.** Let the occupations of the two sites in cell $n$ be $A e^{iknL+\lambda t}$ and $B e^{iknL+\lambda t}$. The $p$ bond joins sites within a cell, and the $q$ bond joins neighbouring cells. The master equation becomes

$$(\lambda+\Gamma)A=(p+qe^{-ikL})B,\qquad
(\lambda+\Gamma)B=(p+qe^{ikL})A.$$

Eliminating $A$ and $B$ gives

$$(\lambda+\Gamma)^2=p^2+q^2+2pq\cos kL=\Gamma^2-2pq(1-\cos kL).$$

For small $k$ the right side is $\Gamma^2-pqk^2L^2$ to leading order. The slow root is therefore

$$\lambda\simeq-\frac{pqL^2}{2\Gamma}k^2 .$$

The diffusion equation requires $\lambda=-Dk^2$, which again gives equation (4).

### Limiting cases

If $p=q=r$, then $D=(L/2)^2r$. For equal bond lengths this is the uniform chain with site spacing $L/2$.

If $p\gg q$, then $D\to L^2q/2$. The two ends of a fast bond share the particle equally, so it is at the end next to a given slow bond half of the time. The pair then moves to each neighbouring pair at rate $q/2$. A walk with step $L$ and rate $q/2$ each way has $D=L^2q/2$.

If either rate tends to zero, so does $D$, because one blocked bond per repeat length stops long-range motion.

## The silicon vacancy

### Reduction to the chain

In the diamond lattice an atom has four bonds of length $d$. Choose one along [111]. The other three have projections on this axis of length $d/3$, pointing to the opposite side. On the neighbouring atom the directions are reversed. The projected motion of a vacancy that makes nearest-neighbour hops is therefore the alternating chain, with

$$p=3k_i,\quad a=\frac d3,\quad q=k_a,\quad b=d,\quad L=\frac{4d}{3},$$

where $k_i$ and $k_a$ are the rates for one inclined and one axial bond.

Uniform strain preserves inversion about the bond centres. This makes the two sublattices equal in energy and the forward and backward rates of a bond equal. Strain along [111] also preserves the threefold axis, so the three inclined bonds remain equivalent. The vacancy is assumed to keep the full symmetry of its site, with no distortion of its own.

Without strain $k_i=k_a=k$, and $u=3k(d/3)-kd=0$, so the backward correlation is absent. Strain makes the rates unequal and brings it in.

### Numbers

With $k_BT=0.02585$ eV and $k=\nu e^{-E/k_BT}$,

$$k_i=9.12\times10^7\ \mathrm{s^{-1}},\qquad k_a=1.32\times10^7\ \mathrm{s^{-1}}.$$

Hence $p=2.74\times10^8\ \mathrm{s^{-1}}$ and $q=1.32\times10^7\ \mathrm{s^{-1}}$. The lengths are $d=0.2351$ nm and $L=0.3135$ nm. Equation (4) gives

$$D=\frac{(3.135\times10^{-8}\ \mathrm{cm})^2(2.737\times10^8)(1.319\times10^7)}{2(2.869\times10^8)}\ \mathrm{s^{-1}}
=6.18\times10^{-9}\ \mathrm{cm^2/s},$$

or $6.18\times10^{-13}\ \mathrm{m^2/s}$. The digits serve to compare calculations within the model; the barriers do not justify them as a prediction. The slow-bond limit $L^2q/2$ gives $6.48\times10^{-9}\ \mathrm{cm^2/s}$, about 5% above the full value.

Across the axis the motion is simpler. An inclined hop has squared transverse length $d^2-d^2/9=8d^2/9$. The three transverse directions sum to zero on either sublattice, so successive transverse steps are uncorrelated. In two dimensions $4D_\perp=3k_i(8d^2/9)$, and

$$D_\perp=\frac23k_id^2=3.36\times10^{-8}\ \mathrm{cm^2/s}.$$

This is 5.4 times the axial value. With the axial barrier also set to 0.30 eV, equation (4) gives the same $3.36\times10^{-8}\ \mathrm{cm^2/s}$, as cubic symmetry requires.

## Comparison of estimate and solution

The scaling estimate has the correct dependence on $L$, $p$ and $q$, but it is too large by a factor of 2. Here it gives $1.24\times10^{-8}\ \mathrm{cm^2/s}$.

A different estimate adds the squared hops as if they were independent. It gives $(pa^2+qb^2)/2=1.21\times10^{-8}\ \mathrm{cm^2/s}$, which is 1.95 times $D$. By equation (3) this is the correct short-time value, before correlation builds up. Its excess, $u^2/(2\Gamma)$, depends on $a$ and vanishes when $pa=qb$.

The passage from short to long times appears in a numerical solution of the master equation for the example:

| $t$ (ns) | $\langle x^2\rangle/(2t)$ ($10^{-9}$ cm²/s) |
|---|---|
| 0.01 | 12.04 |
| 1 | 10.65 |
| 10 | 7.20 |
| 100 | 6.29 |
| 1000 | 6.19 |

The memory time $1/(2\Gamma)$ is 1.74 ns, yet the ratio comes within 1% of $D$ only after 165 ns. Equation (5) explains the delay. The transient leaves a constant $2.05\times10^{-3}\ \mathrm{nm^2}$ in $\langle x^2\rangle$, and its share of the ratio falls only as $1/t$. The slope of $\langle x^2\rangle$ does not contain this constant and converges exponentially, so a late-time slope avoids this systematic error. In a simulation with random walks the slope has more statistical scatter than the ratio, so it is the better choice only when the offset it removes outweighs the scatter it adds.

Equation (5) was also tested against the master equation with $L=1$ and $(p,q)=(3,0.7)$, $(0.4,2)$ and $(1,1)$. For each pair, $a=0.1$, $0.35$ and $0.8$ were used with both starting sublattices, at four times from 0.05 to 20. All values agreed to within one part in a million.

A separate test followed 40,000 random walks on the three-dimensional lattice for 1000 ns, with 287 hops each on average. The axial result was $(6.13\pm0.04)\times10^{-9}\ \mathrm{cm^2/s}$, where the uncertainty is one standard error. It lies 1.5 standard errors below the value $6.19\times10^{-9}$ expected at that time. The transverse result, $(3.36\pm0.02)\times10^{-8}\ \mathrm{cm^2/s}$, agrees with $D_\perp$.

## What the model leaves out

Barriers of a few tenths of an eV are a rough description of vacancy motion in silicon. The strain in the example is taken to be 1%, which is large, and the 0.05 eV splitting assigned to it is an assumption, not a calculated response. Removing the splitting while holding the inclined barrier fixed raises the axial $D$ by the factor 5.4 found above. The largest change considered here comes from charge state: if the vacancy becomes neutral and both barriers rise by a rough 0.15 eV, $D$ falls to 0.3% of its value. This figure keeps the same chain, although the neutral vacancy distorts and so lacks the full site symmetry assumed above. An error of 0.05 eV common to both barriers changes $D$ by a factor of 6.9 in either direction. At 400 K, with the same barriers, $D$ is $1.77\times10^{-7}\ \mathrm{cm^2/s}$, or 29 times the 300 K value.

**Trapping.** Real crystals contain traps, which end free diffusion. Take interstitial oxygen at $10^{18}\ \mathrm{cm^{-3}}$, with capture at a radius $R=d$ and no longer-range attraction. Steady radial diffusion to an absorbing sphere gives a capture rate $4\pi RDc$, where $c$ is the trap concentration. Using the larger $D_\perp$ for all directions makes capture too fast and gives a lower estimate of 101 µs for the capture time. This is far longer than the memory time, so with these traps alone equation (4) holds over a wide range of times. The axial rms displacement in 101 µs is only 11 nm. Because the time is a lower estimate, the distance covered before capture by oxygen can be larger.

Oxygen is not the only trap. The double charge requires a Fermi level within roughly 0.1 eV of the valence band, and hence heavy doping at 300 K. Near that limit the vacancy still exchanges holes with the band and spends much of its time in less positive states. The fixed charge assumed here needs the Fermi level a few $k_BT$ closer to the band. The negative acceptors then attract the vacancy and can capture it sooner than oxygen does. Equation (4) leaves out this attraction. It gives the diffusivity in the ideal strained lattice, not the long-range transport in the doped crystal.

**Electric field.** Conducting p-type silicon cannot sustain a field of 0.1 MV/cm, but a depletion layer can. Holes are scarce there, and the vacancy is likely to lose its double charge by emitting them long before it has drifted the distance found below. The following values, calculated for a fixed double charge, therefore only illustrate the size of field effects in the model. Such a field along the axis changes $D$ by 0.6% if the barrier tops lie midway between sites. It also produces drift, with a mobility of $4.8\times10^{-7}\ \mathrm{cm^2/(V\,s)}$. Setting $vt=\sqrt{2Dt}$, where $v$ is the drift velocity, gives a distance $2D/v=2.6$ nm. Beyond this, drift exceeds diffusive spread. The zero-force result therefore describes transport over longer distances only where the field is much weaker.

**Direct second-neighbour hops.** Three second neighbours lie one $L$ forward and three one $L$ back. Such hops leave $s$ unchanged and have zero mean displacement, so equation (2) is unaffected. If their total rate is $R_2$ each way, equation (1) gains $2R_2L^2$, and $D$ gains $R_2L^2$. With the same attempt frequency, they would add 10% at a barrier of 0.457 eV, and less at a higher one.

**Smaller effects.** For a parabolic barrier the transmission is $1/(1+e^{-2\pi y/w})$, where $y$ is the energy above the top in units of $k_BT$ and $w=h\nu/k_BT$. Here the barrier frequency is assumed equal to the attempt frequency. Relative to classical crossing, the thermal average is

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/w}}=\frac{w/2}{\sin(w/2)}=1.115$$

for $w=1.600$. The net effect of tunnelling below the barrier top and reflection above it is thus to raise both rates, and hence $D$, by about 12%. The figure rests on the assumed barrier frequency: a silicon atom crossing a smooth cosine barrier of 0.3 eV over one bond length has a barrier frequency near 3 THz, for which the correction is only about 1%. This takes the vibrations before the hop as classical; their quantisation can change the rates by a similar amount. A 1% extension along the axis raises $L^2$ by 2.0% at fixed rates. The escape rate is $2.9\times10^{-5}$ of the attempt frequency, so the vacancy waits through many vibrations between hops. This supports the assumption of memoryless hopping but does not prove it.

The remaining values are in the numerical output.

## Computed values

```
temperature: 300 K; kT: 0.02585 eV
attempt frequency: 1.0e+13 1/s
barrier, inclined bonds: 0.30 eV
barrier, axial bond: 0.35 eV
lattice constant: 0.543 nm; bond length d: 0.2351 nm
projected lengths a, b: 0.0784, 0.2351 nm
repeat length L: 0.3135 nm
single-bond rates k_i, k_a: 9.1248e+07, 1.3190e+07 1/s
chain rates p, q: 2.7374e+08, 1.3190e+07 1/s
p/q: 20.75
escape rate p+q: 2.8693e+08 1/s
long-time D along [111]: 6.1840e-09 cm^2/s = 6.1840e-13 m^2/s
short-time D: 1.2054e-08 cm^2/s
short-time D / long-time D: 1.949
limit L^2 q/2: 6.4820e-09 cm^2/s
D with both barriers at the inclined value: 3.3630e-08 cm^2/s
transverse D: 3.3630e-08 cm^2/s
transverse D / axial D: 5.438
memory time 1/(2(p+q)): 1.743 ns
transient part of <x^2>: 2.046e-03 nm^2
time after which <x^2>/(2t) is within 1% of D: 165.4 ns
master equation <x^2>/(2t) at 0.01 ns: 1.2037e-08 cm^2/s
master equation <x^2>/(2t) at 1 ns: 1.0650e-08 cm^2/s
master equation <x^2>/(2t) at 10 ns: 7.2035e-09 cm^2/s
master equation <x^2>/(2t) at 100 ns: 6.2863e-09 cm^2/s
master equation <x^2>/(2t) at 1000 ns: 6.1942e-09 cm^2/s
random walk: 40000 walkers, 1000 ns, 287 mean hops
random walk axial D: 6.129e-09 +- 4.3e-11 cm^2/s
random walk transverse D: 3.360e-08 +- 1.7e-10 cm^2/s
neutral vacancy, barriers higher by 0.15 eV: D factor 3.02e-03
common barrier error 0.05 eV: D factor 6.92
tunnelling: w = 1.600, rate factor 1.115
field: 0.10 MV/cm, charge number 2
field energy per repeat length over kT: 0.243
change of D by field: 0.61 %
mobility in field: 4.793e-07 cm^2/Vs
distance where drift equals rms spread: 2.60 nm
second neighbours one L forward: 3
second-neighbour barrier that adds 10% to D: 0.457 eV
oxygen concentration: 1.0e+18 1/cm^3; capture radius: 0.2351 nm
lower estimate of capture time: 100.6 us
axial rms spread in that time: 11.2 nm
change of L^2 at 1% strain: 2.01 %
D at 400 K: 1.7740e-07 cm^2/s; ratio to 300 K: 28.69
escape rate / attempt frequency: 2.87e-05
```
